# Link-variable Chern numbers: theory, mesh settings and the Haldane model, part 1

(Sections cited here and not found follow in the second part.)

## The physical question

At zero temperature, a two-dimensional crystal of non-interacting electrons with its Fermi level in a gap carries no current along a weak electric field. If time reversal is broken it can still carry a current across the field, and the Hall conductance is then an integer multiple of $e^2/h$. The integer is a property of the filled bands, the Chern number $C$, and it can change only when a gap closes. A phase diagram of such integer quantum Hall states is therefore a map of an integer over parameter space.

The Chern number is defined as the integral over the Brillouin zone of a curvature built from derivatives of the Bloch vector $u(\mathbf k)$. A diagonalization routine returns $u(\mathbf k)$ with an unrelated phase at every mesh point, so finite differences of $u$ are meaningless, and a quadrature of the curvature returns a real number that has to be rounded by judgement. The link-variable option evaluates the Fukui-Hatsugai-Suzuki lattice formula instead. Its output $C_{\rm lat}$ does not depend on the phases of the eigenvectors and is an integer on every closed mesh on which no nearest-neighbour overlap vanishes. That integer is guaranteed to equal the Chern number only when the mesh is fine enough. The settings are the mesh sizes $N_1,N_2$, the mesh origin and the Bloch basis; the diagnostics are the largest plaquette phase, the smallest overlap and the smallest gap.

## Conventions, curvature and Hall conductance

The lattice vectors $\mathbf a_1,\mathbf a_2$ form a right-handed pair, $\mathbf a_1\times\mathbf a_2=A_c\hat{\mathbf z}$ with cell area $A_c>0$. The coordinates on the zone are $\theta_j=\mathbf k\cdot\mathbf a_j$, each with period $2\pi$, and $\partial_j=\partial/\partial\theta_j$. The electrons are non-interacting, the Bloch Hamiltonian $H(\theta)$ is a finite smooth matrix, and the band of interest is isolated: its energy differs from all other eigenvalues at every $\theta$. Energies are measured in units of the hopping $t_1$ and times in $\hbar/t_1$, because the models treated are lattice models with no atomic scale.

For a normalized $u$ that is smooth in some patch, differentiating $\langle u|u\rangle=1$ shows that $\langle u|\partial_ju\rangle$ is imaginary, and we write $\langle u|\partial_ju\rangle=i\mathcal A_j$ with real $\mathcal A_j$. The curvature is
$$\Omega=\partial_1\mathcal A_2-\partial_2\mathcal A_1=2\,{\rm Im}\langle\partial_1u|\partial_2u\rangle ,$$
because $\partial_1\langle u|\partial_2u\rangle-\partial_2\langle u|\partial_1u\rangle=\langle\partial_1u|\partial_2u\rangle-\langle\partial_2u|\partial_1u\rangle$, the second derivatives cancelling, and the difference of a number and its conjugate is $2i$ times the imaginary part. A change of phase $u\to e^{i\chi}u$ sends $\mathcal A_j\to\mathcal A_j+\partial_j\chi$ and leaves $\Omega$ alone. The Chern number is
$$C=\frac1{2\pi}\int_0^{2\pi}\!\!\int_0^{2\pi}\Omega\,d\theta_1d\theta_2 .$$
The convention $\mathcal A=i\langle u|\partial u\rangle$ gives the opposite sign; the sign used here is the one for which $\sigma_{xy}=+Ce^2/h$.

A form of $\Omega$ free of derivatives of $u$ follows from differentiating $Hu_n=E_nu_n$ and projecting on another eigenvector $u_m$, which gives $\langle u_m|\partial_jH|u_n\rangle=(E_n-E_m)\langle u_m|\partial_ju_n\rangle$. Insert a complete set between $\langle\partial_1u_n|$ and $|\partial_2u_n\rangle$. The term $m=n$ is $(-i\mathcal A_1)(i\mathcal A_2)=\mathcal A_1\mathcal A_2$, which is real and drops out of the imaginary part, so
$$\Omega=2\,{\rm Im}\sum_{m\ne n}\frac{\langle u_n|\partial_1H|u_m\rangle\langle u_m|\partial_2H|u_n\rangle}{(E_m-E_n)^2}.$$

The Hall conductance follows from first-order adiabatic theory. A uniform field is described by the vector potential $-\mathbf Et$; for charge $-e$ it replaces $\mathbf k$ by $\mathbf k-e\mathbf Et/\hbar$, so $\dot\theta_j=-e\,\mathbf E\cdot\mathbf a_j/\hbar$. The position is $x_1\mathbf a_1+x_2\mathbf a_2$. Since a Bloch amplitude is $\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\psi(\mathbf R)$, the operator $x_j$ acts as $i\partial_j$, and with $\hbar=1$ the velocity is $\dot x_j=i[H,i\partial_j]=\partial_jH$. Let only $\theta_2$ move and write $\psi=e^{-i\gamma}(u_n+\sum_{m\neq n}c_mu_m)$ with $\dot\gamma=E_n+O(\dot\theta_2)$. Projecting $i\dot\psi=H\psi$ on $u_m$ and keeping first order gives $E_nc_m+i\dot\theta_2\langle u_m|\partial_2u_n\rangle+i\dot c_m=E_mc_m$. For a field switched on slowly compared with the inverse gap, $\dot c_m$ is of higher order, so $c_m=i\dot\theta_2\langle u_m|\partial_2u_n\rangle/(E_m-E_n)$. The conjugate of the identity above reads $\langle u_n|\partial_1H|u_m\rangle=-(E_m-E_n)\langle\partial_1u_n|u_m\rangle$. Then
$$\langle\dot x_1\rangle=\partial_1E_n+2\,{\rm Re}\sum_{m\ne n}\langle u_n|\partial_1H|u_m\rangle c_m=\partial_1E_n-2\,{\rm Re}\Big[i\dot\theta_2\sum_{m\neq n}\langle\partial_1u_n|u_m\rangle\langle u_m|\partial_2u_n\rangle\Big]=\partial_1E_n+\dot\theta_2\Omega ,$$
where ${\rm Re}(iz)=-{\rm Im}\,z$ was used. Exchanging the labels 1 and 2 reverses the sign of $\Omega$, so $\langle\dot x_2\rangle=\partial_2E_n-\dot\theta_1\Omega$; a motion of $\theta_1$ adds nothing to $\langle\dot x_1\rangle$ at this order because ${\rm Im}\langle\partial_1u|\partial_1u\rangle=0$.

In a filled band every $\theta$ is occupied once. The zone average of $\partial_jE_n$ vanishes by periodicity and that of $\Omega$ is $2\pi C/(2\pi)^2=C/2\pi$. With one electron per cell,
$$\mathbf j=-\frac{e}{A_c}\frac{C}{2\pi}\left(\mathbf a_1\dot\theta_2-\mathbf a_2\dot\theta_1\right)=\frac{Ce^2}{hA_c}\left[\mathbf a_1(\mathbf E\cdot\mathbf a_2)-\mathbf a_2(\mathbf E\cdot\mathbf a_1)\right]=\frac{Ce^2}{h}\,\mathbf E\times\hat{\mathbf z},$$
the bracket being $\mathbf E\times(\mathbf a_1\times\mathbf a_2)$. Hence $j_x=\sigma_{xy}E_y$ with $\sigma_{xy}=Ce^2/h$. Integrated over time, the same result says that an adiabatic sweep of $\theta_2$ through $2\pi$ moves the band by $C$ cells along $\mathbf a_1$. The step that needs the band to be completely filled, and the others completely filled or empty, requires a global gap at the Fermi level, which is more than isolation of the band.

The Bloch basis needs one remark. In the cell basis the Bloch sums carry $e^{i\mathbf k\cdot\mathbf R}$ with $\mathbf R$ the cell vector, and $H$ is periodic. In the site basis they carry the phase of the true site position $\mathbf R+\tau_1\mathbf a_1+\tau_2\mathbf a_2$, and this is the basis in which the field couples as above. The vectors are related by $u^{\rm site}=W^\dagger u$ with $W={\rm diag}(e^{i(\theta_1\tau_1+\theta_2\tau_2)})$, so $\mathcal A_j^{\rm site}=\mathcal A_j-\langle u|\tau_j|u\rangle$. The added term is a periodic, phase-independent function, and the integral of its curl over the torus is zero. The two bases have different $\Omega$ and the same $C$.

## The algorithm

Choose points $\theta_1^{(0)}<\dots<\theta_1^{(N_1-1)}$ and $\theta_2^{(0)}<\dots<\theta_2^{(N_2-1)}$ within one period. A mesh point is $k=(i,j)$, and $k+\hat1$, $k+\hat2$ are its neighbours, with indices taken modulo $N_1$ and $N_2$. In the cell basis the stored vector of index 0 is reused for index $N_\mu$, which closes the mesh into a torus.

1. Diagonalize $H$ at each point and store the normalized band vector $u(k)$ with whatever phase it has.
2. Form the link variables $U_\mu(k)=\langle u(k)|u(k+\hat\mu)\rangle/|\langle u(k)|u(k+\hat\mu)\rangle|$ for $\mu=1,2$.
3. Form the plaquette phase $F(k)=\arg\left[U_1(k)\,U_2(k+\hat1)\,U_1(k+\hat2)^*\,U_2(k)^*\right]$ on the principal branch $-\pi<F\le\pi$.
4. Return $C_{\rm lat}=\frac1{2\pi}\sum_kF(k)$.

If the corners $k$, $k+\hat1$, $k+\hat1+\hat2$, $k+\hat2$ are numbered 1 to 4, the loop runs counterclockwise and $F=\arg\langle1|2\rangle\langle2|3\rangle\langle3|4\rangle\langle4|1\rangle$, since a conjugated link is the overlap in the reverse direction. The only requirement is that no overlap be zero. The work is $N_1N_2$ diagonalizations.

## Gauge invariance

Replace $u(k)$ by $e^{i\chi(k)}u(k)$ with arbitrary real $\chi(k)$. Each overlap is multiplied by $e^{-i\chi(k)}e^{i\chi(k+\hat\mu)}$ and keeps its modulus, so $U_\mu(k)\to e^{-i\chi(k)}U_\mu(k)e^{i\chi(k+\hat\mu)}$. The product round the plaquette acquires
$$e^{i(\chi_2-\chi_1)}e^{i(\chi_3-\chi_2)}e^{i(\chi_4-\chi_3)}e^{i(\chi_1-\chi_4)}=1 .$$
The complex number whose argument is taken is unchanged, and so is every $F(k)$ separately. No smoothness of $\chi$ and no closure of the mesh were used.

## The sum is an integer

Let $\gamma_\mu(k)=\arg U_\mu(k)$ on the principal branch. The argument of a product equals the sum of the arguments up to a multiple of $2\pi$:
$$F(k)=\gamma_1(k)+\gamma_2(k+\hat1)-\gamma_1(k+\hat2)-\gamma_2(k)+2\pi n(k),\qquad n(k)\in\mathbb Z .$$
Sum over all $k$. On the torus the shift $k\to k+\hat2$ is a permutation of the points, so $\sum_k\gamma_1(k+\hat2)=\sum_k\gamma_1(k)$, and likewise $\sum_k\gamma_2(k+\hat1)=\sum_k\gamma_2(k)$. All link phases cancel:
$$C_{\rm lat}=\sum_kn(k)\in\mathbb Z ,\qquad |C_{\rm lat}|\le \tfrac12N_1N_2 ,$$
the bound following from $|F|\le\pi$. The field $n(k)$ depends on the gauge, since the $\gamma_\mu$ do, but its sum does not, since the $F(k)$ do not.

The proof uses neither a Hamiltonian, nor a gap, nor uniform spacing. It holds for unrelated vectors: on 200 meshes with $N_1,N_2$ drawn between 1 and 8 and a random complex three-component unit vector at every point, the sum takes every integer value from $-4$ to $3$. An integer output therefore carries no information about convergence.

Closure is what the proof does use. On an open patch the boundary links occur in one plaquette only, and $\sum F$ is the sum of their phases plus a multiple of $2\pi$, which is gauge invariant but in general not an integer multiple of $2\pi$. In the site basis $H(\theta+2\pi\hat\mu)=V_\mu H(\theta)V_\mu^\dagger$ with the constant unitary $V_\mu={\rm diag}(e^{-2\pi i\tau_\mu})$, and the vector at index $N_\mu$ is $V_\mu u$ up to a phase. Links along the far edge are then $\langle V_\mu u|V_\mu u'\rangle=\langle u|u'\rangle$, the same as on the near edge, and they cancel as before. The site-basis sum is an integer on any mesh, and it equals the cell-basis integer once both have converged to the common $C$. Reusing the index-0 vector without $V_\mu$ in the site basis still gives an integer, but the vectors are then discontinuous across the seam and the convergence proof below does not cover it.

## Convergence to the Chern number

Take a uniform mesh with step $\ell=2\pi/N$. Because $F$ is gauge invariant it may be evaluated in a locally smooth gauge, which exists for an isolated band: with $P(\theta)$ the smooth band projector and $u_0$ the vector at the plaquette centre, $Pu_0/|Pu_0|$ is smooth nearby. For a link along $\mu$ with midpoint $p$, consider $o(\ell)=\langle u(p-\tfrac\ell2\hat\mu)|u(p+\tfrac\ell2\hat\mu)\rangle$. Reversing the sign of $\ell$ conjugates it, so its argument is odd in $\ell$. To first order $o=1+\tfrac\ell2\langle u|\partial_\mu u\rangle-\tfrac\ell2\langle\partial_\mu u|u\rangle=1+i\ell\mathcal A_\mu$. Therefore
$$\gamma_\mu=\ell\mathcal A_\mu(p)+\ell^3\mathcal B_\mu(p)+O(\ell^5)$$
with a smooth function $\mathcal B_\mu$. The four link midpoints lie at $c\pm\tfrac\ell2\hat1$ and $c\pm\tfrac\ell2\hat2$ about the centre $c$. All phases are small, so $n=0$ in this gauge, and
$$F=\left[\gamma_2(c+\tfrac\ell2\hat1)-\gamma_2(c-\tfrac\ell2\hat1)\right]-\left[\gamma_1(c+\tfrac\ell2\hat2)-\gamma_1(c-\tfrac\ell2\hat2)\right]=\ell^2\,\Omega(c)+O(\ell^4),$$
because a central difference of $\mathcal A$ is $\ell\,\partial\mathcal A+O(\ell^3)$ and that of $\mathcal B$ is $O(\ell)$.

The torus is compact, so the remainder has a bound uniform in $c$. There are $(2\pi/\ell)^2$ plaquettes, so the remainders add up to $O(\ell^2)$, and $\ell^2\sum_c\Omega(c)$ is the midpoint rule, which differs from the integral by at most $O(\ell^2)$. Thus $|C_{\rm lat}-C|\le\kappa\ell^2$ for small $\ell$, with a constant $\kappa$ set by the band. A convergent sequence of integers is eventually constant. This proves that $C$ itself is an integer, and that $C_{\rm lat}=C$ exactly once $\kappa\ell^2<1$. It also shows why $C$ changes only at a gap closure: while the band stays isolated $C$ is a continuous function of the parameters with integer values. The constant $\kappa$ is built from derivatives of the band vector, and the identity $\langle u_m|\partial_ju_n\rangle=\langle u_m|\partial_jH|u_n\rangle/(E_n-E_m)$ bounds these only through inverse powers of the gap. The proof therefore guarantees no fixed mesh near a phase boundary.

## Two bands: solid angles

Let $H=d_0+\mathbf d\cdot\boldsymbol\sigma$, with energies $d_0\pm|\mathbf d|$ and $\hat{\mathbf d}=\mathbf d/|\mathbf d|$. The lower-band projector is $P=|u\rangle\langle u|=\frac12(1-\hat{\mathbf d}\cdot\boldsymbol\sigma)$; it does not contain $d_0$. From $\partial_jP|u\rangle=|\partial_ju\rangle+|u\rangle\langle\partial_ju|u\rangle=(1-P)|\partial_ju\rangle$ one finds ${\rm Tr}(P\,\partial_1P\,\partial_2P)=\langle\partial_1u|\partial_2u\rangle-\mathcal A_1\mathcal A_2$, so $\Omega=2\,{\rm Im\,Tr}(P\,\partial_1P\,\partial_2P)$. The Pauli product rule gives $\partial_1P\,\partial_2P=\frac14[\partial_1\hat{\mathbf d}\cdot\partial_2\hat{\mathbf d}+i(\partial_1\hat{\mathbf d}\times\partial_2\hat{\mathbf d})\cdot\boldsymbol\sigma]$, and the trace with $P$, using ${\rm Tr}\,\sigma_a\sigma_b=2\delta_{ab}$, is $\frac14[\partial_1\hat{\mathbf d}\cdot\partial_2\hat{\mathbf d}-i\hat{\mathbf d}\cdot(\partial_1\hat{\mathbf d}\times\partial_2\hat{\mathbf d})]$. Hence
$$\Omega=-\frac12\,\hat{\mathbf d}\cdot(\partial_1\hat{\mathbf d}\times\partial_2\hat{\mathbf d})=-\frac{\mathbf d\cdot(\partial_1\mathbf d\times\partial_2\mathbf d)}{2|\mathbf d|^3}.$$
The second form holds because $\partial_j\hat{\mathbf d}$ equals $\partial_j\mathbf d/|\mathbf d|$ up to a part along $\hat{\mathbf d}$, which drops out of the triple product. The triple product of unit vectors is the oriented area element on the sphere, so $\Omega$ is minus half the solid angle swept by $\hat{\mathbf d}$ per unit area of the zone. The upper band has $\hat{\mathbf d}\to-\hat{\mathbf d}$ and the opposite curvature.

The plaquette phase has an exact version of this meaning. Take two corner vectors $u_1,u_2$, rephase the second to $\tilde u_2$ with $\langle u_1|\tilde u_2\rangle=o>0$, and interpolate by $v(s)=(1-s)u_1+s\tilde u_2$ for $0\le s\le1$. Then $|v\rangle\langle v|=(1-s)^2P_1+s^2P_2+s(1-s)(P_1P_2+P_2P_1)/o$, and $P_1P_2+P_2P_1=\frac12[1+\hat{\mathbf d}_1\cdot\hat{\mathbf d}_2-(\hat{\mathbf d}_1+\hat{\mathbf d}_2)\cdot\boldsymbol\sigma]$. The direction belonging to $v(s)$ is a combination of $\hat{\mathbf d}_1$ and $\hat{\mathbf d}_2$ with non-negative coefficients, which is the shorter great-circle arc. All overlaps among $u_1,\tilde u_2$ are real, so $\langle v|\partial_sv\rangle$ is real and the connection of $v/|v|$ vanishes along the arc. In any gauge $w=e^{i\beta(s)}v/|v|$ that is smooth on the part of the sphere in use, the line integral of the connection along the arc is $\beta(1)-\beta(0)$, which is $\arg\langle w_1|w_2\rangle$ modulo $2\pi$. A gauge smooth on the sphere minus one pole is written down in the next section, and a rotation moves the excluded point anywhere. Stokes' theorem for the four arcs then gives
$$F=-\frac\omega2\pmod{2\pi},$$
where $\omega$ is the oriented solid angle of the geodesic quadrilateral $\hat{\mathbf d}_1\hat{\mathbf d}_2\hat{\mathbf d}_3\hat{\mathbf d}_4$, measured on the side without the excluded point. The other side differs by $4\pi$, which changes nothing modulo $2\pi$. A link vanishes when two neighbours are antipodal, as $|\langle1|2\rangle|^2={\rm Tr}P_1P_2=\frac12(1+\hat{\mathbf d}_1\cdot\hat{\mathbf d}_2)$, and the branch cut $F=\pm\pi$ is reached when the quadrilateral covers half the sphere.

One consequence is used below as the hemisphere lemma: if $d_z$ has the same sign at all mesh points, then $C_{\rm lat}=0$, whatever $C$ is. All arcs then lie in one open hemisphere, where a single smooth gauge exists. Assign to each link the real line integral of the connection along its arc; the signed sum round a plaquette is exactly $-\omega/2$. Central projection of the hemisphere on a plane turns the arcs into straight segments. Each of four segments subtends less than $\pi$ at a point off the curve, so the curve winds round any point at most once, and $|\omega|$ is smaller than the hemisphere area $2\pi$. Thus $-\omega/2$ lies inside $(-\pi,\pi)$ and equals $F$ with no multiple of $2\pi$, and the link integrals cancel in the sum over the torus.

The link-variable sum is gauge invariant, is an integer on every closed mesh without vanishing overlaps, and equals the Chern number once the mesh is fine enough; for two bands each plaquette phase is minus half a solid angle, modulo $2\pi$. It remains to apply the method to the Haldane model, find how a finite mesh places the phase boundary, and choose the settings.
